Why the hydrogen cusp slows plane-wave energy convergence

**The decision**

Suppose hydrogen is to be adsorbed on a two-dimensional channel material, or to end the edges of a narrow ribbon of it. The adsorption energy needs a reference, taken here to be the isolated atom in the same plane-wave basis. One must decide whether the proton may keep its bare Coulomb potential or must be given a smooth substitute. A cutoff near 500 eV is a rough typical value for work with smooth potentials. If the bare atom had an error of a millielectronvolt there, the reference would need no substitute. The answer depends on how the energy error falls with the cutoff, and this is set by the shape of the wavefunction at the proton.

**Setting and conventions**

The model is one nonrelativistic electron and a fixed point proton, in atomic units (energies in hartree, lengths in bohr):

H = T + V, T = −½∇², V = −1/r.

The ground state is ψ = e^(−r)/√π with energy E₀ = −½. The basis holds all plane waves with |k| ≤ K, in the limit of an infinite periodic cell, so that k is continuous. The cutoff energy is E_cut = K²/2. Let P project on |k| ≤ K and let Q = 1 − P. The lowest energy in the basis is E_K, its normalized state is u, and the error is

δ = E_K − E₀ ≥ 0,

where the sign follows from the variational principle. The claim is that, for large K,

δ = 16/(3πK³) − 16/(π²K⁴) + O(K⁻⁵).

**First case: cut the known function**

The simplest trial state is ψ with its high momenta removed. Its quality depends on the Fourier transform of ψ at large k. For a spherical function the angular integral gives

φ(k) = (2π)^(−3/2) (4π/k) ∫₀^∞ g(r) sin(kr) dr, g = rψ.

Four integrations by parts, with g and its derivatives vanishing at infinity, give

∫₀^∞ g sin(kr) dr = g(0)/k − g″(0)/k³ + k⁻⁴ ∫₀^∞ g⁗ sin(kr) dr.

The last term is O(k⁻⁵), because one more integration by parts yields another 1/k. Here g(0) = 0, and g″ = 2ψ′ + rψ″ gives g″(0) = 2ψ′(0). Therefore

φ(k) → −8πψ′(0) / [(2π)^(3/2) k⁴].

A nonzero radial slope at the proton, which is the cusp, thus produces a k⁻⁴ tail. The Coulomb potential forces that slope. In the Schrödinger equation

−½ψ″ − ψ′/r − ψ/r = E₀ψ

the 1/r terms must cancel at the origin, so ψ′(0) = −ψ(0) = −1/√π. The tail coefficient is then 2√2/π = 0.9003.

As a check on this stage, the integral can be done in closed form. From ∫₀^∞ r e^(−r) sin(kr) dr = 2k/(1+k²)² one finds

φ(k) = (2√2/π)/(1+k²)²,

which has the same tail. At k = 20 the transform found by quadrature is 0.9950 of the tail formula, as expected from a relative correction −2/k².

The weight and kinetic energy of the removed part follow by integrating over the shell volume 4πk²dk:

‖Qψ‖² → (32/π) ∫_K^∞ k⁻⁶ dk = 32/(5πK⁵),

⟨Qψ|T|Qψ⟩ → (16/π) ∫_K^∞ k⁻⁴ dk = 16/(3πK³).

The factor k²/2 in the kinetic energy costs two powers of K. The lost norm is therefore much smaller than the energy error.

Now use Pψ as the trial state. Since (H−E₀)ψ = 0, we have (H−E₀)Pψ = −(H−E₀)Qψ. Writing the left-hand Pψ as ψ − Qψ gives

⟨Pψ|H−E₀|Pψ⟩ = −⟨ψ−Qψ|H−E₀|Qψ⟩ = ⟨Qψ|H−E₀|Qψ⟩.

Because V is negative, the right side is at most ⟨Qψ|T|Qψ⟩ + ½‖Qψ‖². Dividing by ‖Pψ‖², which tends to 1, shows that δ = O(K⁻³).

This is an upper bound. The optimized state u might rearrange its low momenta and do better, so the bound does not yet show that convergence is this slow.

**Second case: the optimized state**

Let c = ⟨ψ|u⟩, with the phase of u chosen so that c ≥ 0. The next level of hydrogen is −1/8, so every state orthogonal to ψ has an energy at least 3/8 above E₀. Writing u = cψ + w with w orthogonal to ψ,

δ = ⟨w|H−E₀|w⟩ ≥ (3/8)‖w‖² = (3/8)(1−c²).

Hence c → 1 as K grows, and division by c is safe.

An identity for δ comes from projecting the exact equation on u:

0 = ⟨ψ|H−E₀|u⟩ = ⟨Pψ|H|u⟩ + ⟨Qψ|H|u⟩ − E₀c.

In the first term, PHu = E_K u gives E_K c. In the second, T drops out because it is diagonal in k and Qψ and u share no momentum. Thus

δ = −⟨Qψ|V|u⟩/c.

No approximation has been made. At K = 8 the right side, evaluated by quadrature, is 0.002796 hartree, and diagonalizing the Hamiltonian in the restricted space gives the same value.

Next separate the optimized state from the cut one:

u = cPψ + f = cψ − cQψ + f.

The function f lies in the plane-wave space and holds all the rearrangement. Inserting this in the identity gives three terms:

δ = A + B + C,

A = −⟨Qψ|V|ψ⟩, B = ⟨Qψ|V|Qψ⟩, C = −⟨Qψ|V|f⟩/c.

**Term A: the leading law**

The Schrödinger equation gives −Vψ = (T−E₀)ψ, which turns the potential into a function of k:

A = ∫_K^∞ 4πk² · ½(k²+1) · (8/π²)/(1+k²)⁴ dk

= (16/π) ∫_K^∞ k²/(1+k²)³ dk.

For large k the integrand is k⁻⁴ − 3k⁻⁶ + …, so

A = 16/(3πK³) + O(K⁻⁵).

**Term B: the first correction**

In momentum space the Coulomb potential has the kernel −1/(2π²|k−q|²). For two spherical functions the angular integral is

∫∫ dΩ_k dΩ_q / |k−q|² = 8π² ∫₋₁¹ dx/(k²+q²−2kqx)

= (8π²/kq) ln|(k+q)/(k−q)|.

With the volume factors k²q² this gives

B = −4 ∫_K^∞ ∫_K^∞ kq φ(k)φ(q) ln|(k+q)/(k−q)| dk dq.

Insert the tail φ ≈ (2√2/π)k⁻⁴, whose square brings a factor 8/π². The regions q > k and q < k contribute equally, so take the first twice and put q = k/s with 0 < s < 1. Then q⁻³dq becomes k⁻² s ds in magnitude, and

B ≈ −(64/π²) ∫_K^∞ k⁻⁵ dk ∫₀¹ s ln[(1+s)/(1−s)] ds.

The first integral is 1/(4K⁴). For the second, expand the logarithm as 2Σ s^(2n+1)/(2n+1), with n from 0:

Σ 2/[(2n+1)(2n+3)] = Σ [1/(2n+1) − 1/(2n+3)] = 1.

Therefore

B = −16/(π²K⁴) + O(K⁻⁶),

the remainder arising from the relative 1/k² correction to φ. The sign is negative because the missing part also feels the attraction, which offsets some of its kinetic energy. At K = 40 the double integral with the full φ gives K⁴B = −1.6189, against the limit −1.6211.

**Term C: can rearrangement rescue the convergence?**

It cannot, provided C is O(K⁻⁵). To show this we need the size of f. Apply P(H−E_K) to f = u − cPψ. The u part vanishes. For the rest, write Pψ = ψ − Qψ and use (H−E_K)ψ = −δψ:

P(H−E_K)f = cδPψ + cPVQψ.

The overlap of f with the ground state is small:

η = ⟨ψ|f⟩ = c − c‖Pψ‖² = c‖Qψ‖² = O(K⁻⁵).

Taking the product with f, and writing h = ⟨f|H−E₀|f⟩, we have

h = cδη + c⟨f|V|Qψ⟩ + δ‖f‖².

The potential term is controlled by Hardy's inequality, ‖g/r‖ ≤ 2‖∇g‖. To prove it, let r̂ be the radial unit vector and expand

0 ≤ ∫ |∇g + r̂g/(2r)|² d³r = ‖∇g‖² + ¼‖g/r‖² + ½∫ (r̂/r)·∇|g|² d³r.

Since the divergence of r̂/r is 1/r², integration by parts makes the last term −½‖g/r‖². What remains is ‖∇g‖² ≥ ¼‖g/r‖², as required. Hence

|⟨f|V|Qψ⟩| ≤ ‖f/r‖ ‖Qψ‖ ≤ 2D‖Qψ‖, D = ‖∇f‖.

Two more bounds relate D to h. First, the part of f orthogonal to ψ obeys the 3/8 gap, so ‖f‖² ≤ η² + 8h/3. Secondly, T/2 − 1/r is the hydrogen Hamiltonian for an electron of doubled mass, with ground energy −1. Adding T/2 gives H ≥ T/2 − 1, or T ≤ 2(H−E₀) + 1. Since D² = 2⟨f|T|f⟩,

D² ≤ 4h + 2‖f‖² ≤ 28h/3 + 2η².

Once K is large enough that 8δ/3 < ½, the term δ‖f‖² in the equation for h can be absorbed on the left:

h ≤ 2δη + 2δη² + 4D‖Qψ‖.

Combining the last two lines,

D² ≤ (112/3)‖Qψ‖D + O(K⁻⁸).

An inequality D² ≤ aD + b implies D ≤ a + √b. Since ‖Qψ‖ = O(K^(−5/2)), we get D = O(K^(−5/2)), and finally

|C| ≤ 2D‖Qψ‖/c = O(K⁻⁵).

Between K = 30 and 60 the computed D falls with the power −2.634 of K, consistent with this bound.

The three terms together prove the claim. With K³ = 2^(3/2) E_cut^(3/2) and K⁴ = 4E_cut²,

δ = (4√2/3π) E_cut^(−3/2) − (4/π²) E_cut^(−2) + O(E_cut^(−5/2)).

The first prefactor is 0.6002 when both energies are in hartree. It is the actual leading error of the optimized state: rearranging the retained waves does not change it.

**Limits of the formula**

At large K, compare with diagonalization in the restricted space. At K = 10 the error is 1.4935×10⁻³ hartree and the two-term formula gives 1.5355×10⁻³, too high by 2.8 % of the computed error. At K = 40 the values are 2.5850×10⁻⁵ and 2.5893×10⁻⁵, a discrepancy of 0.17 %. A fourfold K has reduced the relative discrepancy about seventeenfold, close to the factor 16 expected from an O(K⁻⁵) remainder under a K⁻³ law.

The local exponent approaches its limit slowly. Since the ratio of the second term to the first is −3/(πK), differentiating ln δ gives

d ln δ / d ln E_cut ≈ −3/2 + 3/(2πK).

The computed exponents are −1.4478, −1.4784 and −1.4903 over successive doublings of K from 10 to 80. They approach −3/2 from the shallow side, as the formula says, but at these cutoffs the formula understates the departure: at the geometric midpoints of the three intervals it gives −1.466, −1.483 and −1.492, because terms of order 1/K² in the exponent are not yet negligible. A slope fitted at modest cutoffs would therefore differ from −3/2 without contradicting the law.

At small K the expansion fails. Hardy's inequality gives |⟨u|V|u⟩| ≤ 2K, so E_K → 0 and the true error tends to ½ hartree, while the leading term diverges. The two-term formula even becomes negative below K = 3/π. The cutoff must be large compared with the inverse Bohr radius.

**Changing the nuclear charge**

For a one-electron ion of charge Z, measure lengths in units of 1/Z. The Hamiltonian is then Z² times that of hydrogen, and the cutoff becomes K/Z. Hence

δ_Z(K) = Z² δ₁(K/Z) → 16Z⁵/(3πK³).

The power of K is unchanged, but at fixed cutoff the leading error grows as Z⁵, in the regime K ≫ Z. Setting Z = 1 recovers hydrogen. This scaling concerns one electron and does not by itself describe a many-electron atom.

**Removing the cusp**

If the cusp is responsible, rounding it should destroy the K⁻³ law. Replace the potential by

V_a(r) = −erf(r/a)/r.

This is finite at the origin and has a power series in r² there. The ground state is then smooth, rψ is odd in r, and all its even derivatives vanish at r = 0. Every boundary term in the integrations by parts disappears, so φ falls faster than any power of 1/k. The trial-state bound of the first case carries over with the new ground energy, and the energy error also falls faster than any power.

The comparison was made in a real periodic basis: a cubic cell of side 16 bohr, with each potential cut off beyond r = 8 bohr to separate the images. Box and cutoff radius were held fixed. The bare atom first tests the infinite-cell assumption. At K = 3, 6 and 8 its errors are 0.03329, 0.00612 and 0.00279 hartree, against 0.03327, 0.00613 and 0.00280 in the infinite cell.

For the bare potential, E(3)−E(8) is 9.14 times E(6)−E(8). With a = 1 bohr the corresponding differences are 7.74×10⁻⁵ and 8.1×10⁻⁹ hartree in magnitude, a ratio of nearly ten thousand. The second is dominated by the finite box and its jump of the potential at 8 bohr: for the isolated smoothed atom with the uncut potential this difference is only about 3.3×10⁻¹⁰ hartree, and cutting the potential at 8 bohr alone raises it to about 5×10⁻⁹. The ratio therefore shows a much steeper fall than for the bare atom, but does not measure the rate of the smoothed atom in an infinite cell. The smoothed atom also has a different ground energy, so this comparison concerns the rate of convergence and does not offer V_a as a replacement for hydrogen.

**Back to the decision: 500 eV or 17 keV**

Take a slab cell of 1 nm × 1 nm × 2 nm. At 500 eV,

K = √(2 × 500/27.211) = 6.062 bohr⁻¹.

The leading term is 16/(3π × 6.062³) = 0.00762 hartree, or 0.207 eV. The correction factor 1 − 3/(πK) = 0.842 reduces this to 0.175 eV, and diagonalization gives 0.162 eV. The leading term alone is thus 28 % above the computed error. All three values are far too large for a millielectronvolt reference.

For an error of 1 meV = 3.675×10⁻⁵ hartree, inverting the leading law gives

E_cut ≈ (0.6002/3.675×10⁻⁵)^(2/3) hartree ≈ 644 hartree ≈ 17.5 keV.

Diagonalization gives 17.2 keV, at K = 35.53 bohr⁻¹. The number of plane waves in a cell of volume Ω is the volume of the k sphere divided by (2π)³/Ω:

N = ΩK³/(6π²).

It rises from 5.08×10⁴ to 1.02×10⁷, a factor of about 200. Multiplying N by the leading error of the infinite-cell atom gives

Nδ → 8Ω/(9π³),

so in a fixed cell the error eventually falls as the inverse of the number of basis functions. Each further decimal digit then costs ten times as many plane waves.

**The model beside the real case**

In a pseudopotential calculation the proton's bare potential is replaced by a smooth one. This breaks the assumption on which the law rests, so the 0.162 eV found here must not be assigned to such a calculation at 500 eV. Its error depends on the chosen potential and has to be converged separately. The cutoff of 17 keV is far outside the range used with smooth potentials. An adsorption energy, moreover, contains the difference of two cutoff errors, and the isolated atom does not tell how much of them cancels.

The fixed, nonrelativistic point proton also leaves out physical effects. Proton recoil raises the level by 7.41 meV, more than the target error, and relativity lowers it by 0.181 meV. These mainly shift the converged energy and are not cured by a larger basis. At the 1 meV cutoff, relativity lowers the kinetic energy of the highest plane wave by 1.63 %. Its effect on the cutoff error itself was not computed. The proton's finite size shifts the level by only 4.6×10⁻⁹ eV. It rounds the cusp, and so ends the K⁻³ law, near K = 6×10⁴ bohr⁻¹, where the nonrelativistic model has long since failed.

For a bare proton, then, bringing the atom's computed energy within a millielectronvolt of its limit by the cutoff alone takes some ten million plane waves in this cell. A smooth substitute for the potential avoids the K⁻³ law, though one with only finitely many continuous derivatives can leave a steeper power law in its place. For the one-electron model atom, subtracting the two-term error at K = 10 overcorrects by 4.2×10⁻⁵ hartree, about 1.1 meV. The coefficients depend on the electron density at the proton and do not carry over unchanged to a density-functional atom: in the local spin-density approximation that density is about 5 % lower, and the same subtraction at K = 10 overcorrects by about 3 meV.

Table of computed values

```
phi(k) k^4 / cusp tail coefficient at k = 20 /bohr: 0.9950
cusp tail coefficient of phi: 0.9003 (atomic units)
Diagonalization, infinite cell: K (1/bohr), error, leading, two-term (hartree)
    10  1.4935e-03  1.6977e-03  1.5355e-03
    20  2.0071e-04  2.1221e-04  2.0207e-04
    40  2.5850e-05  2.6526e-05  2.5893e-05
    80  3.2748e-06  3.3157e-06  3.2761e-06
exponent of E_cut, K = 10 to 20: -1.4478
exponent of E_cut, K = 20 to 40: -1.4784
exponent of E_cut, K = 40 to 80: -1.4903
prefactor of E_cut^(-3/2): 0.6002 hartree^(5/2)
K^4 <Q psi|V|Q psi> at K = 40: -1.6189 (atomic units)
its limit -16/pi^2: -1.6211 (atomic units)
identity at K = 8: 0.002796 hartree
diagonalization at K = 8: 0.002796 hartree
exponent of K in |grad f|, K = 30 to 60: -2.634
Periodic cubic cell, side 16 bohr: K (1/bohr), error, infinite cell (hartree)
     3  0.03329  0.03327
     6  0.00612  0.00613
     8  0.00279  0.00280
bare: [E(3)-E(8)]/[E(6)-E(8)] = 9.14
smoothing length a: 1.0 bohr
smoothed: E(3)-E(8) = 7.74e-05 hartree
smoothed: |E(6)-E(8)| = 8.1e-09 hartree
Example cell volume: 2.0 nm^3
usual cutoff: 500 eV, K = 6.062 /bohr
error there, diagonalization: 0.1622 eV
error there, leading term: 0.2074 eV
error there, two terms: 0.1747 eV
plane waves there: 5.077e+04
target error: 1.0 meV
cutoff needed, diagonalization: 17178 eV, K = 35.53 /bohr
cutoff needed, leading term: 17517 eV
plane waves needed: 1.022e+07
neglected proton recoil: +7.41 meV
neglected relativistic shift: -0.181 meV
relativistic change of kinetic energy at needed K: -1.63 %
neglected proton size shift: +4.6e-09 eV
K at which proton radius rounds the cusp: 6.29e+04 /bohr
```
